# The Local Virial Theorem at a Metal-Ligand Bond Critical Point

Consider \(N\) electrons in a stationary bound state, with fixed nuclei of charge \(Z_A\) at \(\mathbf R_A\), no magnetic field and no spin-orbit coupling. Atomic units are used unless another unit is given. Write the wave function as \(\psi(\mathbf r,X)\), where \(X\) stands for the spin of the first electron and all coordinates of the others. The one-electron density matrix and the number density are

\[
\gamma(\mathbf r,\mathbf r')=N\int\psi(\mathbf r,X)\,\psi^*(\mathbf r',X)\,dX,\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r).
\]

A prime on a derivative means that it acts on \(\mathbf r'\); after all derivatives are taken, \(\mathbf r'\) is set equal to \(\mathbf r\). Repeated Cartesian indices are summed. Two kinetic energy densities are needed,

\[
G=\tfrac12\nabla\cdot\nabla'\gamma,\qquad K=-\tfrac14(\nabla^2+\nabla'^2)\gamma ,
\]

together with the quantum stress tensor and its trace,

\[
\sigma_{ij}=\tfrac14\left(\partial_i\partial_j+\partial'_i\partial'_j-\partial_i\partial'_j-\partial'_i\partial_j\right)\gamma,\qquad V=\sigma_{ii}.
\]

Since \(G=\tfrac12N\int|\nabla\psi|^2dX\), it is nowhere negative. \(K\) can have either sign. The local virial theorem states that, away from the nuclei,

\[
\tfrac14\nabla^2\rho=2G+V .
\]

In ordinary units the left side is \((\hbar^2/4m)\nabla^2\rho\), with \(m\) the electron mass, and every term is an energy per volume.

The relation between the two kinetic densities comes from differentiating the diagonal of \(\gamma\). Each derivative of \(\rho\) acts on both arguments, so \(\partial_i\rho=(\partial_i+\partial'_i)\gamma\), and a second derivative gives

\[
\nabla^2\rho=(\nabla^2+\nabla'^2+2\nabla\cdot\nabla')\gamma=-4K+4G .
\]

Hence \(K=G-\tfrac14\nabla^2\rho\). The trace of the stress tensor is

\[
V=\tfrac14(\nabla^2+\nabla'^2)\gamma-\tfrac12\nabla\cdot\nabla'\gamma=-K-G=-2G+\tfrac14\nabla^2\rho ,
\]

which is the theorem. No Schrödinger equation was used. With \(V\) defined as a trace, the relation is an identity that holds for any smooth \(\gamma\), stationary or not. Its physical content lies in what \(V\) means, and for that the forces are needed.

Take the divergence of the stress. The outer derivative is again \(\partial_j+\partial'_j\), and the product of operators is

\[
\begin{aligned}
&(\partial_j+\partial'_j)(\partial_i\partial_j+\partial'_i\partial'_j-\partial_i\partial'_j-\partial'_i\partial_j)\\
&=\partial_i\nabla^2-\partial'_i\nabla^2+\partial'_i\nabla'^2-\partial_i\nabla'^2
=(\partial_i-\partial'_i)(\nabla^2-\nabla'^2).
\end{aligned}
\]

The four terms containing \(\partial_j\partial'_j\) have cancelled in pairs. Therefore

\[
\partial_j\sigma_{ij}=\tfrac14(\partial_i-\partial'_i)(\nabla^2-\nabla'^2)\gamma .
\]

Now split the Hamiltonian as \(-\tfrac12\nabla^2+U(\mathbf r,X)+H_X\), where \(H_X\) acts on the other electrons alone and

\[
U(\mathbf r,X)=v(\mathbf r)+\sum_{k=2}^{N}\frac1{|\mathbf r-\mathbf r_k|},\qquad v(\mathbf r)=-\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}.
\]

For energy \(E\), the Schrödinger equation gives \(\nabla^2\psi=2(U+H_X-E)\psi\). Insert this and its conjugate at \(\mathbf r'\). The terms in \(E\) cancel, and those in \(H_X\) cancel after integration over \(X\) because \(H_X\) is Hermitian. What remains is

\[
(\nabla^2-\nabla'^2)\gamma=2N\int\left[U(\mathbf r,X)-U(\mathbf r',X)\right]\psi(\mathbf r,X)\psi^*(\mathbf r',X)\,dX .
\]

Apply \(\tfrac14(\partial_i-\partial'_i)\) and set \(\mathbf r'=\mathbf r\). Where the derivative acts on the wave functions, the bracket vanishes. Where it acts on the bracket, it gives \(2\partial_iU\). Thus

\[
\partial_j\sigma_{ij}=N\int(\partial_iU)|\psi|^2dX=-F_i,\qquad \mathbf F+\nabla\cdot\boldsymbol\sigma=0 .
\]

Here \(\mathbf F\) is the force per volume on the electrons at \(\mathbf r\). With the pair density \(\Gamma(\mathbf r,\mathbf r_2)\), normalised to \(N(N-1)\), it reads

\[
\mathbf F(\mathbf r)=-\rho\sum_A\frac{Z_A(\mathbf r-\mathbf R_A)}{|\mathbf r-\mathbf R_A|^3}+\int\frac{\mathbf r-\mathbf r_2}{|\mathbf r-\mathbf r_2|^3}\,\Gamma(\mathbf r,\mathbf r_2)\,d\mathbf r_2 .
\]

The first term pulls electrons towards the nuclei and the second pushes them apart. In a stationary state the stress balances their sum at each point.

For any fixed origin \(\mathbf R_0\), the product rule gives \(\partial_j[(r-R_0)_i\sigma_{ij}]=\sigma_{ii}+(r-R_0)_i\partial_j\sigma_{ij}\). With the force balance this becomes

\[
V=(\mathbf r-\mathbf R_0)\cdot\mathbf F+\nabla\cdot\left[(\mathbf r-\mathbf R_0)\cdot\boldsymbol\sigma\right].
\]

So \(V\) is the virial of the force density plus a divergence. Each part depends on the origin, but the sum does not. If the state is not stationary, the right side differs from \(\sigma_{ii}\) by \((\mathbf r-\mathbf R_0)\cdot(\mathbf F+\nabla\cdot\boldsymbol\sigma)\), and this interpretation is lost although the identity survives.

A case with a known interacting wave function shows the difference. Put two electrons in the external potential \(r^2/8\) each, and take the spin singlet

\[
\psi=f g,\quad f=1+\tfrac12r_{12},\quad g=e^{-(r_1^2+r_2^2)/4}.
\]

To verify that this is an eigenstate, collect the terms of the Hamiltonian acting on \(\psi\). For each electron, \(\nabla_k^2g=(r_k^2/4-\tfrac32)g\); the quadratic parts cancel the external potential and leave \(\tfrac32fg\). Next, \(\nabla_k^2f=1/r_{12}\), so the two electrons contribute \(-g/r_{12}\). The cross terms \(-\sum_k\nabla_kf\cdot\nabla_kg\), with \(\nabla_kg=-\tfrac12\mathbf r_kg\), give \(+\tfrac14r_{12}g\), and the repulsion gives \(fg/r_{12}=(1/r_{12}+\tfrac12)g\). The sum is \(\tfrac32fg+(\tfrac12+\tfrac14r_{12})g=2fg\), an eigenstate with energy 2 hartree.

At \(\mathbf r=(0.5,0.3,0.7)\) bohr, quadrature gives \(G=0.005464\) hartree/bohr³. The force form of \(V\) gives \(-0.041409\) hartree/bohr³ from two different origins. The right side of the theorem is then \(2(0.005464)-0.041409=-0.030481\), and differentiating the density numerically gives \(-0.030482\) for the left side. If the factor \(f\) is replaced by 1, the product state is no longer stationary in the presence of the repulsion. The trace identity still holds to within the numerical error, about \(10^{-6}\) hartree/bohr³, whereas the force form taken about the centre of the well misses by 0.0145 hartree/bohr³.

Integrating over all space shows when \(V\) adds up to a potential energy. The flux of \(\nabla\rho\) vanishes at infinity for a bound state. It also vanishes through a small sphere around a nucleus, where the gradient stays finite while the area shrinks. Thus \(\int\nabla^2\rho\,d\mathbf r=0\), and

\[
\int V\,d\mathbf r=-2\int G\,d\mathbf r=-2T .
\]

The divergence in the force form integrates to zero too, since \(\boldsymbol\sigma\) grows no faster than the inverse distance at a nucleus. Hence \(\int V\,d\mathbf r=\int\mathbf r\cdot\mathbf F\,d\mathbf r\). In the attraction term write \(\mathbf r=(\mathbf r-\mathbf R_A)+\mathbf R_A\); in the repulsion term average over the exchange of the two electrons. This gives

\[
\int\mathbf r\cdot\mathbf F\,d\mathbf r=E_{en}+E_{ee}-\sum_A\mathbf R_A\cdot\mathbf F_A^{el},
\]

where \(E_{en}\) and \(E_{ee}\) are the electron-nucleus and electron-electron energies and \(\mathbf F_A^{el}\) is the force of the electrons on nucleus \(A\). The total force \(\mathbf F_A\) adds the nuclear repulsion, whose virial is the repulsion energy \(E_{nn}\). Therefore

\[
\int V\,d\mathbf r=E_{en}+E_{ee}+E_{nn}-\sum_A\mathbf R_A\cdot\mathbf F_A .
\]

For Coulomb forces and a vanishing nuclear virial, as at an equilibrium geometry, \(V\) integrates to the total potential energy. In the harmonic well it does not: there \(\int V\,d\mathbf r=-1.32884\) hartree, while the potential energy is \(+1.33558\) hartree.

Even for a molecule at equilibrium, \(V\) is not a unique local potential energy. For any constant \(\alpha\), the tensor \(\sigma_{ij}+\alpha(\partial_i\partial_j\rho-\delta_{ij}\nabla^2\rho)\) has the same divergence as \(\sigma_{ij}\), because the added part gives \(\alpha(\partial_i\nabla^2\rho-\partial_i\nabla^2\rho)=0\). Its trace is \(V-2\alpha\nabla^2\rho\). The forces and the integral are unchanged, but the local value is not. The readings below belong to the stress tensor defined at the start.

The example uses Hartree-Fock theory, so the force balance must be checked there as well. For real, doubly occupied orbitals \(\phi_a\), let \(J\) be the Coulomb potential of \(\rho\) and \(w_{ab}(\mathbf r)=\int\phi_a\phi_b/|\mathbf r-\mathbf r_2|\,d\mathbf r_2\). The orbital equation is

\[
\nabla^2\phi_a=2(v+J-\varepsilon_a)\phi_a-2\sum_bw_{ab}\phi_b .
\]

The stress is \(\sigma_{ij}=\sum_a(\phi_a\partial_i\partial_j\phi_a-\partial_i\phi_a\partial_j\phi_a)\), so its divergence is \(\sum_a(\phi_a\partial_i\nabla^2\phi_a-\partial_i\phi_a\nabla^2\phi_a)\). On inserting the orbital equation, the terms \(w_{ab}(\phi_a\partial_i\phi_b-\phi_b\partial_i\phi_a)\) vanish in the double sum, because \(w_{ab}\) is symmetric and the bracket antisymmetric. There remains

\[
\partial_j\sigma_{ij}=\rho\,\partial_i(v+J)-2\sum_{ab}\phi_a\phi_b\,\partial_iw_{ab}.
\]

This is minus the force density computed from the Hartree-Fock pair density \(\rho(\mathbf r)\rho(\mathbf r_2)-2\sum_{ab}\phi_a\phi_b(\mathbf r)\,\phi_a\phi_b(\mathbf r_2)\). Nonlocal exchange therefore does not spoil the balance. A finite basis does, since it satisfies the orbital equation only approximately at a given point. In Kohn-Sham theory the same identity holds with the kinetic density of the non-interacting orbitals, which is not the full interacting one.

A bond critical point is a point between two bonded atoms where \(\nabla\rho=0\) and the Hessian of \(\rho\) has two negative eigenvalues \(\lambda_1,\lambda_2\) and one positive eigenvalue \(\lambda_3\). The density is a maximum across the bond and a minimum along it. Define \(H=G+V=-K\). The theorem then has the equivalent forms

\[
\tfrac14(\lambda_1+\lambda_2+\lambda_3)=2G+V=G+H .
\]

For \(G>0\), the Laplacian is negative if and only if \(|V|>2G\) with \(V<0\), and \(H\) is negative if and only if \(|V|>G\) with \(V<0\). Between them lies the window \(1<|V|/G<2\), where \(V\) outweighs \(G\) but not \(2G\), so that \(\nabla^2\rho>0\) and \(H<0\) occur together.

Two limits help in reading the terms. If one real, doubly occupied orbital made up the whole density, then \(\rho=2\phi^2\), and \(\nabla\rho=0\) with \(\phi\neq0\) would force \(\nabla\phi=0\). Then \(G=0\) and \(\tfrac14\nabla^2\rho=V=H\). In a mean-field description with real orbitals, a nonzero \(G\) at a bond critical point thus requires more than one orbital. For real, doubly occupied orbitals \(\nabla\rho=4\sum_a\phi_a\nabla\phi_a\) and \(G=\sum_a|\nabla\phi_a|^2\). The terms of \(\nabla\rho\) can cancel between orbitals, or an orbital with a node at the point can add to \(G\) and not to \(\nabla\rho\).

The second limit has no bond at all. For one spherical orbital with \(\rho\propto e^{-2\kappa r}\), differentiation gives

\[
G=\tfrac12\kappa^2\rho,\quad \tfrac14\nabla^2\rho=\left(\kappa^2-\frac{\kappa}{r}\right)\rho,\quad V=-\frac{\kappa}{r}\rho,\quad H=\left(\tfrac12\kappa^2-\frac{\kappa}{r}\right)\rho .
\]

For \(1/\kappa<r<2/\kappa\), this isolated atom has a positive Laplacian and a negative \(H\). The two signs by themselves therefore do not prove that a bond is present, nor does a positive Laplacian prove that one is ionic.

Dimethylzinc, Zn(CH₃)₂, is a vapour precursor for zinc oxide films. It is treated here by restricted Hartree-Fock theory in the def2-TZVP basis with density fitting. The methyl groups are held fixed, with C-H lengths of 1.09 Å and Zn-C-H angles of 111°; a three-point scan of the two equal Zn-C lengths puts the minimum at 2.00 Å. The Zn-C critical point lies 0.962 Å from zinc, with the following values:

\[
\rho=0.1046,\quad \nabla^2\rho=0.2360,\quad G=0.0970,\quad V=-0.1350,\quad H=-0.0380 .
\]

The units are e/bohr³ for \(\rho\), e/bohr⁵ for the Laplacian, and hartree/bohr³ for the energy densities, with e counting electrons. The digits are kept so that the arithmetic can be followed; the accuracy, examined below, is much lower, since a larger basis moves the Laplacian and \(H\) by about 20%. The theorem reads

\[
2(0.0970)-0.1350=0.0590=\tfrac14(0.2360).
\]

The Laplacian from finite differences of \(\rho\) agrees with the orbital value to the digits shown. In practical units, \(\rho=0.706\) e/Å³, \(\nabla^2\rho=5.69\) e/Å⁵, \(G=17.8\) eV/Å³, \(V=-24.8\) eV/Å³ and \(H=-7.0\) eV/Å³.

The curvatures are \(-0.1299\) twice and \(+0.4957\) e/bohr⁵. The equal pair reflects the threefold axis along the bond. The rise of density towards the two nuclei outweighs the contraction towards the axis, and the Laplacian is positive. The ratio \(|V|/G=1.39\) places the point inside the window. Per electron, \(G/\rho=0.927\) hartree and \(H/\rho=-0.363\) hartree.

The C-H bond in the same molecule gives a contrast at the same level of theory. There \(\rho=0.2759\) e/bohr³, \(G=0.0473\) and \(V=-0.3365\) hartree/bohr³, so \(2G+V=-0.2419\) and \(\nabla^2\rho=-0.968\) e/bohr⁵. The ratio \(|V|/G\) is 7.1. The C-H point has about half the \(G\) of the Zn-C point and about 2.5 times its \(|V|\); both differences push the Laplacian down.

The free zinc atom shows how much of the Zn-C signature needs no ligand. At the same 0.962 Å from the nucleus it has \(\nabla^2\rho=0.2960\) e/bohr⁵, larger than in the molecule, and \(G=0.0799\) hartree/bohr³. Its 4s pair alone contributes \(-0.0348\) to the Laplacian and 0.0003 to \(G\). Since both quantities are sums over orbitals, the other fourteen pairs supply \(0.2960+0.0348=0.3308\) and 0.0796. The positive Laplacian of the atom at this distance thus comes from the shells inside 4s.

The change from free atom to molecule at this distance can be followed term by term. The density rises by 0.0582 e/bohr³ and the Laplacian falls by 0.0600 e/bohr⁵. \(G\) rises by 0.0171 and \(V\) falls by 0.0491 hartree/bohr³, so \(H\) drops from \(-0.0059\) to \(-0.0380\). The sizes depend on the basis: with quadruple-zeta functions the atom has \(\nabla^2\rho=0.279\) e/bohr⁵ and \(H=-0.0085\) hartree/bohr³, and the Laplacian falls by about 0.09 instead of 0.06 e/bohr⁵ on going to the molecule. These differences contain the density that a methyl group would bring without any bonding as well as the rearrangement on bonding, and the present numbers do not separate the two. They are compatible with a shared, polar bond, but they give neither a bond energy nor a percentage of covalency.

The choice of stress tensor matters here as well. With \(\alpha=1/8\), the trace at the Zn-C point becomes \(-0.1350-0.0590=-0.1940=-2G\), and its sum with \(G\) is \(-0.0970\) instead of \(-0.0380\) hartree/bohr³. The forces on the electrons are the same in both descriptions. Values of \(H\) should therefore be compared within one convention.

The finite basis leaves a visible error in the orbital equation, on which the force interpretation of \(V\) rests. The orbitals give \(K=0.0380\) hartree/bohr³ at the Zn-C point, whereas the orbital energies and the Hartree-Fock potential at that point give 0.0480. The two would agree for a full solution of the orbital equation. The gap is 26% of the first value, so the negative sign of \(H\) is supported by both routes, while even its first significant digit is not settled. With def2-QZVP functions up to f on zinc and carbon, the two routes give 0.046 and 0.050 hartree/bohr³: the gap shrinks, and both values lie nearer the route through the potential. The identity \(\tfrac14\nabla^2\rho=2G+V\) cannot reveal this error, since it holds for any orbitals.

The global balance was examined in the smaller def2-SVP basis at the same geometry. Numerical integration gives \(\int V\,d\mathbf r=-3711.1\) hartree, against \(-2T=-3711.4\) and a total potential energy of \(-3712.4\) hartree. The first gap is integration error. The second, 1.0 hartree or 0.03% of the potential energy, is the departure of this calculation from the global virial theorem, and it comes from the finite basis: the nuclear virial \(-\sum_A\mathbf R_A\cdot\mathbf F_A\) taken from the energy gradient at this geometry is only \(-0.04\) hartree, and of the opposite sign.

A real precursor molecule has correlated, relativistic electrons and moving nuclei. At fixed geometry, going from def2-TZVP to def2-SVP raises the Zn-C Laplacian from 0.2360 to 0.2479 e/bohr⁵. Within def2-SVP, the PBE0 functional, which treats both exchange and correlation approximately, lowers it to 0.2287, and a spin-free relativistic Hamiltonian lowers the Hartree-Fock value to 0.2416. The contraction of this basis was made for non-relativistic atoms, so the relativistic shift is understated: with the zinc functions uncontracted it is \(-0.014\) instead of \(-0.006\) e/bohr⁵. \(H\) stays between \(-0.033\) and \(-0.038\) hartree/bohr³ in all four calculations, but this range is not an error bar, because the basis is not converged. With def2-QZVP functions up to f on zinc and carbon and def2-TZVP on hydrogen, the Laplacian falls to 0.186 e/bohr⁵, \(H\) falls to \(-0.046\) hartree/bohr³ and \(|V|/G\) rises to 1.50, still inside the window. At 450 K, a rough deposition temperature, the symmetric Zn-C stretch with rigid methyl groups has an rms amplitude of 0.040 Å. To first order, with slopes taken from the def2-TZVP bond scan, this changes the Laplacian by 0.021 e/bohr⁵, or 9%, and \(H\) by 0.007 hartree/bohr³, or 19%. The slopes depend noticeably on the basis (in size, about 0.53 e/bohr⁵ and 0.185 hartree/bohr³ per Å in def2-TZVP, against 0.77 and 0.11 in def2-SVP), so these figures indicate only the size of the effect. The measured gas-phase bond is roughly 1.9 Å, shorter than the computed one; the same slopes turn a shift of 0.1 Å into about 0.05 e/bohr⁵ and 0.02 hartree/bohr³. None of these changes, taken singly, reverses either sign. Other vibrations and adsorption on a growing film are left out, and a molecule bound to a surface would need its own calculation. The critical-point values in def2-TZVP and contracted def2-SVP are listed in the numerical output.

## Calculated quantities

```
Interacting pair in a harmonic well, at r = (0.5, 0.3, 0.7) bohr
 lap(rho)/4 = -0.030482, G = 0.005464 hartree/bohr^3
 V from forces, two origins = -0.041409, -0.041409 hartree/bohr^3
 T = 0.66442, integral of V = -1.32884 hartree
 true potential energy = 1.33558 hartree
 non-stationary state: lap/4-2G-trace = 7.6e-07 (size)
  lap/4-2G-V(forces) = -0.01452 hartree/bohr^3
Dimethylzinc, RHF/def2-TZVP with density fitting
 inputs: C-H 1.09 angstrom, Zn-C-H angle 111 degree
 optimised Zn-C length = 1.996 angstrom
 Zn to BCP = 0.962 angstrom
Units below: rho e/bohr^3; lap e/bohr^5; G, V, H hartree/bohr^3
 Zn-C BCP: rho 0.1046, lap 0.2360, G 0.0970, V -0.1350, H -0.0380
 C-H BCP: rho 0.2759, lap -0.9677, G 0.0473, V -0.3365, H -0.2892
 Zn-C lap by differences = 0.2360 e/bohr^5
 Zn-C 2G = 0.1940, lap/4 = 0.0590 hartree/bohr^3
 Zn-C curvatures = -0.1299, -0.1299, 0.4957 e/bohr^5
 Zn-C |V|/G = 1.392 (no unit), G/rho = 0.927, H/rho = -0.363 hartree
 C-H curvatures = -0.7039, -0.6768, 0.4130 e/bohr^5
 C-H |V|/G = 7.116 (no unit), G/rho = 0.171, H/rho = -1.048 hartree
 Zn-C K from orbitals = 0.0380, from potential = 0.0480 hartree/bohr^3
 free Zn atom, same distance: rho 0.0464, lap 0.2960, G 0.0799, V -0.0859, H -0.0059
 its 4s orbital pair alone: rho 0.0164, lap -0.0348, G 0.0003, V -0.0092, H -0.0090
Zn-C main results converted
 rho = 0.706 e/angstrom^3, lap = 5.69 e/angstrom^5
 G = 17.81, V = -24.78, H = -6.98 eV/angstrom^3
Zn-C BCP, size of neglected effects (same geometry)
 RHF/def2-SVP: rho 0.1023, lap 0.2479, G 0.0958, V -0.1297, H -0.0339
 PBE0/def2-SVP: rho 0.1011, lap 0.2287, G 0.0903, V -0.1234, H -0.0331
 spin-free X2C RHF/def2-SVP: rho 0.1025, lap 0.2416, G 0.0946, V -0.1287, H -0.0342
Global check, RHF/def2-SVP
 integral of G = 1855.724, T = 1855.715 hartree
 integral of V = -3711.103, total potential = -3712.426 hartree
Symmetric stretch at 450 K
 wavenumber = 516 cm^-1, rms change of Zn-C = 0.0400 angstrom
 rms change of lap = 0.0212 e/bohr^5, of H = 0.0074 hartree/bohr^3
```
